# The sine-squared-psi line and its strain-free direction under equibiaxial stress, part 2

At which tilt does X-ray diffraction find an unstrained plane spacing in a stressed thin film? Axes 1 and 2 lie in the film and axis 3 is its outward normal. Tension and extension are positive. The diffracting planes have unit normal $\mathbf n$, at tilt $\psi$ from the film normal, and spacing $d_\psi$ ($d_0$ without stress); $\varepsilon_\psi=(d_\psi-d_0)/d_0$. Stresses and stiffnesses are in MPa or GPa, compliances in TPa$^{-1}$, spacings in nm.

Assumption 1: the film is flat and laterally uniform, and its surface carries no load. Lemma 2 then gives $\sigma_{13}=\sigma_{23}=\sigma_{33}=0$ throughout the film. Assumption 3: the response is linear, elastic and isotropic, with the same constants (Young modulus $E$, Poisson ratio $\nu$) for every diffracting grain.

For equal in-plane stresses $\sigma\ne0$, the in-plane and normal strains are

$$\varepsilon_\parallel=\frac{(1-\nu)\sigma}{E},\qquad \varepsilon_\perp=-\frac{2\nu\sigma}{E},\tag{4}$$

and to first order

$$\varepsilon_\psi=\varepsilon_\perp+(\varepsilon_\parallel-\varepsilon_\perp)\sin^2\psi .\tag{6}$$

The theorem states that

$$\varepsilon_\psi=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right],\tag{1}$$

and that for $\nu\ge0$ the strain vanishes at one tilt $\psi_0$, with $s_0=\sin^2\psi_0$:

$$\sin^2\psi_0=\frac{2\nu}{1+\nu}.\tag{2}$$

For a uniform deformation $\mathbf x=F\mathbf X$, with $\mathbf n$ the deformed normal, the exact spacing ratio is

$$\frac{d_\psi}{d_0}=|F^{T}\mathbf n|.\tag{3}$$

With $F=1+\varepsilon$ and the strain tensor $\varepsilon$ given by (4), the zero lies at $s=\sin^2\psi$, where

$$s=\frac{-\left(2\varepsilon_\perp+\varepsilon_\perp^2\right)}{2(\varepsilon_\parallel-\varepsilon_\perp)+\varepsilon_\parallel^2-\varepsilon_\perp^2}
=s_0\,\frac{1+\varepsilon_\perp/2}{1+(\varepsilon_\parallel+\varepsilon_\perp)/2}\approx s_0\left(1-\frac{\varepsilon_\parallel}{2}\right).\tag{8}$$

For principal stresses $\sigma_1,\sigma_2,\sigma_3$ along the film axes, with $\sigma_1\ne\sigma_3$ and a tilt toward axis 1, the zero is at

$$\sin^2\psi_0=\frac{\nu(\sigma_1+\sigma_2)-\sigma_3}{(1+\nu)(\sigma_1-\sigma_3)},\tag{9}$$

provided that the right side lies between 0 and 1.

### What is carried over

The film has in-plane stress $\sigma$ (tension positive), Young modulus $E$ and Poisson ratio $\nu$. The diffracting planes have tilt $\psi$, normal $\mathbf n$, spacing $d_\psi$ and stress-free spacing $d_0$. The strain along $\mathbf n$ is $\varepsilon_\psi=(d_\psi-d_0)/d_0$, and the in-plane and normal strains are $\varepsilon_\parallel=(1-\nu)\sigma/E$ and $\varepsilon_\perp=-2\nu\sigma/E$. The first half showed that

$$\varepsilon_\psi=\varepsilon_\perp+(\varepsilon_\parallel-\varepsilon_\perp)\sin^2\psi=\frac{\sigma}{E}\left[(1+\nu)\sin^2\psi-2\nu\right],\qquad s_0=\sin^2\psi_0=\frac{2\nu}{1+\nu}.$$

The stress follows from the slope $k$ of $d_\psi$ against $\sin^2\psi$ as $\sigma=Ek/[(1+\nu)d_0]$.

Assumption 3, that all diffracting grains respond alike and isotropically, is the one that a crystal breaks. Each grain is anisotropic, and a reflection selects grains by their orientation. The next lemma treats cubic grains that all carry the same stress.

### Lemma 4: cubic grains under uniform stress

*Let $s_{11},s_{12},s_{44}$ be the cubic compliances. For the reflection $hkl$ define*

$$A=s_{11}-s_{12}-\frac{s_{44}}2,\qquad
\Gamma=\frac{h^2k^2+k^2l^2+l^2h^2}{(h^2+k^2+l^2)^2}.$$

*If the grains sharing the plane normal $\mathbf n$ are spread evenly in rotation about it, their mean strain is*

$$\varepsilon_\psi=\sigma\left[2S_1+H\sin^2\psi\right],\quad S_1=s_{12}+A\Gamma,\quad H=s_{11}-s_{12}-3A\Gamma.\tag{10}$$

Proof. Let $\tau$ be the stress tensor written in the cubic axes of one grain, and $T$ its trace. Hooke's law for the grain is

$$\varepsilon_{ij}=s_{12}T\delta_{ij}+\frac{s_{44}}2\tau_{ij}+A\,\delta_{ij}\tau_{ii},$$

without a sum over $i$ in the last term. For $i\ne j$ this is the cubic shear law $2\varepsilon_{ij}=s_{44}\tau_{ij}$. For $i=j=1$ it gives $s_{12}T+(s_{11}-s_{12})\tau_{11}=s_{11}\tau_{11}+s_{12}(\tau_{22}+\tau_{33})$, as it should.

Let $\mathbf m$ be the unit plane normal in the cubic axes and $\tau_m=\mathbf m\cdot\tau\,\mathbf m$. The strain along the normal is

$$\mathbf m\cdot\varepsilon\,\mathbf m=s_{12}T+\frac{s_{44}}2\tau_m+A\sum_i m_i^2\tau_{ii}.$$

Now average over rotations of the grain about $\mathbf m$. Neither $T$ nor $\tau_m$ changes. The averaged stress tensor is symmetric about $\mathbf m$, so it has the value $\tau_m$ along $\mathbf m$ and equal values $q$ across it. Its trace requires $q=(T-\tau_m)/2$, and its diagonal elements are $\tau_m m_i^2+q(1-m_i^2)$.

Since $\sum_i m_i^2=1$, squaring this sum gives $\sum_i m_i^4=1-2\Gamma$, and hence $\sum_i m_i^2(1-m_i^2)=2\Gamma$. The last sum in the strain becomes

$$\tau_m(1-2\Gamma)+\frac{T-\tau_m}{2}\,2\Gamma=\Gamma T+(1-3\Gamma)\tau_m .$$

The mean strain is therefore

$$(s_{12}+A\Gamma)T+\left(\frac{s_{44}}2+A-3A\Gamma\right)\tau_m .$$

By the definition of $A$, $s_{44}/2+A=s_{11}-s_{12}$. For equibiaxial stress $T=2\sigma$, and the stress along the normal is $\tau_m=\sigma\sin^2\psi$. This is (10). $\square$

The line survives, but its zero is now

$$\sin^2\psi_0=-\frac{2S_1}{H},\tag{11}$$

which depends on the reflection unless $A=0$. The stress still cancels.

**Isotropic constants.** Average (10) over all crystal directions $\mathbf m$. The cosine of the angle to a fixed axis is spread evenly between $-1$ and $1$, so the mean of $m_i^4$ is $1/5$. From $1-2\Gamma=\sum_i m_i^4$, the mean of $\Gamma$ is $(1-3/5)/2=1/5$. Comparing (10) at $\Gamma=1/5$ with (1) gives

$$-\frac{\nu}{E}=s_{12}+\frac A5,\qquad \frac{1+\nu}{E}=s_{11}-s_{12}-\frac{3A}5 .\tag{12}$$

These define $E$ and $\nu$ of the randomly oriented film in the uniform-stress model.

**The opposite model.** If all grains share the same strain instead, $\mathbf n\cdot\varepsilon\,\mathbf n$ does not depend on the reflection, and the theorem holds with the constants of the orientation-averaged stiffness. Call these $\lambda$ and $\mu$, with $C_{ijkl}=\lambda\delta_{ij}\delta_{kl}+\mu(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})$. Rotations leave the sums $C_{iijj}$ and $C_{ijij}$ over repeated indices unchanged, and so does averaging over rotations. In terms of the cubic stiffnesses $C_{11},C_{12},C_{44}$,

$$9\lambda+6\mu=3C_{11}+6C_{12},\qquad 3\lambda+12\mu=3C_{11}+6C_{44}.$$

Zero normal stress, which in this model holds only as an average over the grains, requires $2\lambda\varepsilon_\parallel+(\lambda+2\mu)\varepsilon_\perp=0$. With (6) this gives $\sin^2\psi_0=2\lambda/(3\lambda+2\mu)$. These two models are not the only ones. If the grains of a thin film share the in-plane strain while each keeps zero stress across the film, the plot is in general slightly curved even without texture.

### The film

The example is a polycrystalline SrTiO$_3$ film on silicon at room temperature, where SrTiO$_3$ is cubic. The material inputs are model values of roughly the right size: $C_{11},C_{12},C_{44}=318,102,123$ GPa and a lattice parameter of 0.3905 nm. Their later digits, and those of the results, serve to make the arithmetic traceable and are not a claim of accuracy for a real film. The stress is set to 500 MPa. The reflection is 420, with copper radiation of wavelength 0.15406 nm.

Inverting the stiffness matrix gives $s_{11}=3.7250$, $s_{12}=-0.9046$ and $s_{44}=8.1301$, all in TPa$^{-1}$. Hence $A=3.7250+0.9046-4.0650=0.5646$ TPa$^{-1}$. Equation (12) becomes, in the same unit,

$$-\frac{\nu}{E}=-0.9046+0.1129=-0.7917,\qquad \frac{1+\nu}{E}=4.6296-0.3388=4.2908 .$$

Their sum is $1/E=3.4991$ TPa$^{-1}$, so $E=285.8$ GPa and $\nu=0.7917/3.4991=0.2263$. The strain-free direction is

$$\sin^2\psi_0=\frac{2(0.2263)}{1.2263}=0.369,\qquad \psi_0=37.4^\circ .$$

The strains are $\varepsilon_\parallel=1.354\times10^{-3}$ and $\varepsilon_\perp=-7.92\times10^{-4}$, and their difference, the slope of strain against $\sin^2\psi$, is $2.145\times10^{-3}$.

The stress-free spacing is $d_0=0.3905/\sqrt{20}=0.087318$ nm. Bragg's law, $\lambda_X=2d\sin\theta$ with wavelength $\lambda_X$, places its peak at $2\theta=123.811^\circ$. Putting the strained lattice into (3), without the small-strain approximation, gives these spacings and peaks:

| $\sin^2\psi$ | $d_\psi$ (nm) | $2\theta$ (deg) |
|---|---|---|
| 0.00 | 0.087249 | 123.982 |
| 0.15 | 0.087277 | 123.912 |
| 0.30 | 0.087306 | 123.843 |
| 0.45 | 0.087334 | 123.774 |
| 0.60 | 0.087362 | 123.705 |
| 0.75 | 0.087390 | 123.636 |

The spacing passes $d_0$ between the third and fourth rows. The sign of the peak shift follows from varying Bragg's law at fixed wavelength: $0=\delta d\,\sin\theta+d\cos\theta\,\delta\theta$, hence

$$\delta(2\theta)=-2\tan\theta\,\varepsilon_\psi\quad\text{in radians}.$$

At $\psi=0$ the planes are closer together and the peak moves up. The formula gives $0.1700^\circ$, and the full Bragg law $0.1703^\circ$.

### Reading the stress back

The first and last rows give $k=(0.087390-0.087249)/0.75=1.88\times10^{-4}$ nm. Then

$$\sigma=\frac{285.8\ \text{GPa}}{1.2263}\times\frac{1.88\times10^{-4}}{0.087318}\approx502\ \text{MPa}.$$

The excess comes mainly from the rounding of the spacings. A least-squares line through the six unrounded points gives 500.1 MPa, with $d_0$ taken from the line at $\psi_0$. If each peak is first rounded to $0.01^\circ$, the same fit gives 496 MPa, which is 0.7 % below the stress put in, while $d_0$ comes out as 0.087319 nm. This is one instance of rounding scatter; for other peak positions the error has either sign and is typically one to two per cent.

Lines fitted in this way at 200 and 500 MPa cross at $\sin^2\psi=0.3688$, against 0.3690 from (2). The difference comes from the second-order terms in the spacing; the shift of the crossing is proportional to the sum of the strains of the two lines, and like (8) it rests on taking $F=1+\varepsilon$. The crossing returns $\nu=0.3688/1.6312=0.226$.

### How far the neglected effects move the zero

Each effect below is taken alone, with the average stress held at 500 MPa.

*Grain anisotropy.* For 420, $\Gamma=64/400=0.16$, so $S_1=-0.8143$ and $H=4.3586$ TPa$^{-1}$. Equation (11) gives $\sin^2\psi_0=0.374$. The extreme reflections are 400 with $\Gamma=0$ and 222 with $\Gamma=1/3$, because $\Gamma$ lies between these values and (11) changes in one direction with $\Gamma$: its derivative is $-2A(H+3S_1)/H^2=-2A(s_{11}+2s_{12})/H^2$, which is negative here.

*Uniform strain.* The two trace equations read $9\lambda+6\mu=1566$ GPa and $3\lambda+12\mu=1692$ GPa. They give $\mu=117$ GPa and $\lambda=96$ GPa, so $\sin^2\psi_0=192/522=0.368$.

*Texture.* Suppose that every grain has a cube axis along the film normal. The stress then has no shear part in the crystal axes, however the grain is turned about the normal. Zero normal stress requires $2C_{12}\varepsilon_\parallel+C_{11}\varepsilon_\perp=0$, and (6) gives

$$\sin^2\psi_0=\frac{2C_{12}}{C_{11}+2C_{12}}=\frac{204}{522}=0.391 .$$

In compliances, $\varepsilon_\perp=2s_{12}\sigma$ and $\varepsilon_\parallel=(s_{11}+s_{12})\sigma$. The line is then (10) with $\Gamma=0$, so its zero agrees with that of the 400 reflection in the random film.

*Unequal stress.* Let $\sigma_1$ be 5 % above and $\sigma_2$ 5 % below the mean, with the tilt toward axis 1. Equation (9) divides $s_0$ by 1.05. The table entry for this case also includes the small second-order shift of (8).

*Temperature.* Suppose that $d_0$ was measured separately, and the film is 5 K warmer at unchanged stress. With a rough expansion coefficient of 9 ppm/K, all spacings grow by $4.5\times10^{-5}$. The apparent zero then moves by $-4.5\times10^{-5}/(2.145\times10^{-3})=-0.021$. A stress-free lattice parameter altered by composition acts in the same way. Reading $d_0$ from the film's own line at $\psi_0$ avoids both errors, provided that the film is uniform and its $\nu$ is known.

| Effect | Shift of $\sin^2\psi_0$ | $\psi_0$ (deg) |
|---|---|---|
| Anisotropy, 420 | +0.005 | 37.7 |
| Anisotropy, 400 | +0.022 | 38.7 |
| Anisotropy, 222 | −0.017 | 36.4 |
| Uniform strain | −0.001 | 37.3 |
| (001) texture | +0.022 | 38.7 |
| 5 % imbalance | −0.018 | 36.3 |
| 5 K offset | −0.021 | 36.2 |
| Second order, $F=1+\varepsilon$ | −0.00025 | 37.4 |

The largest shift listed is shared by the 400 reflection and the textured film. For the 420 reflection of the random film, the 5 K offset is the largest, and grain anisotropy matters less.

Texture also affects the stress reading. Its strain slope is $(s_{11}-s_{12})\sigma$, and dividing by the isotropic slope gives $4.6296/4.2908=1.079$. Isotropic constants would therefore overstate the stress by about 8 %. The true strain at the isotropic $\psi_0$ would be $-5.0\times10^{-5}$, so $d_0$ read there would be too small by that fraction. Grain anisotropy in the random film biases the stress in the same way: in the uniform-stress model the ratio of $H$ to the isotropic slope factor is 1.016 for 420, 1.079 for 400 and 0.947 for 222.

### Bow of the wafer

A bowed wafer is not flat, so Lemma 2 needs a correction. Take a film of thickness $t=200$ nm on a wafer bent to a radius $R=100$ m; both are round inputs, and $R$ is not computed from the stress. On a circular patch of small radius $r$, the film edge pulls with force $\sigma t$ per unit length, inclined by $r/R$ out of the plane of the patch. The total normal force is $2\pi r\,\sigma t\,r/R$. Spread over the area $\pi r^2$, it requires an interface stress of size

$$|\sigma_{33}|=\frac{2\sigma t}{R}.$$

With $t/R=2\times10^{-9}$ this is 2 Pa, negligible beside 500 MPa. The surface normal turns by $0.0057^\circ$ across a beam 10 mm wide, which is also small beside the shifts of $\psi_0$ by a degree or so found above.

### The model beside a real film

Silicon expands by roughly 3 ppm/K, about 6 ppm/K less than the value used for SrTiO$_3$. An in-plane strain of $1.35\times10^{-3}$ therefore corresponds to cooling by a little over 200 K from a stress-free state, if mismatch is the sole cause and nothing relaxes. Cooling by 500 K with the same mismatch would give about 1.1 GPa. A stress of 500 MPa is thus of the right order, but for a film deposited several hundred degrees hotter than 250 °C it implies partial relaxation or an offsetting growth stress. A thickness of 200 nm is large for a capacitor dielectric in a chip, and a much thinner film would give weaker peaks. The assumption of random grain orientation may also fail in a real film. For the perfect (001) texture taken here, its failure moves $\psi_0$ by 1.3° and the stress reading by 8 %. Such a film also offers few tilts: the squared cosine between a 420-type normal and the cube axis is $16/20$, $4/20$ or $0$, so $\sin^2\psi$ can be 0.2, 0.8 or 1, and the zero must be found by interpolation.

When the film is patterned into narrow lines, the stresses along and across them differ. Where shear stress from the line edges can be neglected, so that the principal stresses lie along the film axes, (9) replaces (2). In the limit of complete relaxation across the line, a tilt along its length has its zero at $\sin^2\psi_0=0.2263/1.2263=0.185$ instead of 0.369. Using the equibiaxial angle there would assign a strained spacing to $d_0$.
